# Nuclear and electronic stopping crossover for B, P and As in silicon: test program

```python
"""Crossing of nuclear and electronic stopping for B, P and As in silicon.

Result under test: universal nuclear stopping S_n equals Lindhard-Scharff
electronic stopping S_e at an energy E_c that rises from B to P to As, with
  (v_c/v0)^3 = (m_e/(2 M2)) Z2 Z1^(5/6) D^(3/2) L,   E_c = M1 v_c^2 / 2.
Z1, M1: ion charge number and mass; Z2, M2: the same for silicon;
D = Z1^(2/3) + Z2^(2/3); L = 2 eps s_n(eps); eps = E / E_L is reduced energy;
a: universal screening length; v0: Bohr speed.
Internal units: energy keV, length Bohr radius, mass atomic mass unit.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

HARTREE = constants.physical_constants["Hartree energy in eV"][0] / 1000
BOHR_CM = constants.physical_constants["Bohr radius"][0] * 100
MASS_UNIT = constants.atomic_mass / constants.m_e
TO_TABLE = 1000 * BOHR_CM**2 * 1e15      # keV a0^2 -> 1e-15 eV cm^2
Z2, M2 = 14, 28.0855
IONS = {"B": (5, 11.0093), "P": (15, 30.9738), "As": (33, 74.9216)}


def charge_sum(z):
    return z**(2 / 3) + Z2**(2 / 3)


def scales(z, m):
    """Screening length and laboratory energy of unit reduced energy."""
    a = (9 * np.pi**2 / 128)**(1 / 3) / (z**0.23 + Z2**0.23)
    return a, z * Z2 * HARTREE * (m + M2) / (a * M2)


def s_fit(eps):
    """Universal reduced nuclear stopping, published fit."""
    if eps > 30:
        return np.log(eps) / (2 * eps)
    return np.log1p(1.1383 * eps) / (
        2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * eps**0.5))


def nuclear(energy, z, m):
    a, unit = scales(z, m)
    return (4 * np.pi * a * z * Z2 * HARTREE * m / (m + M2)
            * s_fit(energy / unit))


def electronic(energy, z, m, strength=1.0):
    speed = np.sqrt(2 * energy / (HARTREE * m * MASS_UNIT))
    return (strength * 8 * np.pi * HARTREE * z**(7 / 6) * Z2
            / charge_sum(z)**1.5 * speed)


def crossing(z, m, strength=1.0, stopping=nuclear, low=1e-3):
    """Energy in keV at which the two stopping cross sections are equal."""
    def difference(log_e):
        e = np.exp(log_e)
        return np.log(stopping(e, z, m) / electronic(e, z, m, strength))
    high = 25 * scales(z, m)[1]
    return np.exp(brentq(difference, np.log(low), np.log(high), xtol=1e-12))


# Classical scattering in the universal screened potential.
WEIGHT = np.array([0.18175, 0.50986, 0.28022, 0.02817])
DECAY = np.array([3.19980, 0.94229, 0.40290, 0.20162])


def screening(x):
    return sum(w * np.exp(-d * x) for w, d in zip(WEIGHT, DECAY))


def screening_slope(x):
    return sum(-w * d * np.exp(-d * x) for w, d in zip(WEIGHT, DECAY))


def deflection(r0, eps, phi, nodes=120):
    """Impact parameter and angle for closest approaches r0 (units of a)."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    t, w = np.pi / 4 * (x + 1), np.pi / 4 * w
    u = np.sin(t)[None, :]
    r = r0[:, None]
    b2_over_r2 = 1 - phi(r) / (r * eps)
    assert np.all(b2_over_r2 > 0)
    radial = 1 - phi(r / u) * u / (r * eps) - b2_over_r2 * u**2
    integral = (np.cos(t) / np.sqrt(radial)) @ w
    ratio = np.sqrt(b2_over_r2[:, 0])
    return r0 * ratio, np.pi - 2 * ratio * integral


def nuclear_by_scattering(energy, z, m, nodes=160):
    """Integral of transferred energy over the impact area."""
    a, unit = scales(z, m)
    eps = energy / unit
    r_min = brentq(lambda r: r * eps - screening(r), 1e-12, 2 / eps,
                   xtol=1e-15)
    x, w = np.polynomial.legendre.leggauss(nodes)
    t, w = (x + 1) / 2, w / 2
    # The square keeps all nodes resolvably outside the head-on distance.
    r0 = r_min + 64 * t**2
    angle = deflection(r0, eps, screening, nodes)[1]
    db2 = 2 * r0 - (screening(r0) + r0 * screening_slope(r0)) / eps
    area = np.sum(w * 128 * t * db2 / 2 * np.sin(angle / 2)**2)
    max_transfer = 4 * m * M2 / (m + M2)**2 * energy
    return 2 * np.pi * a**2 * max_transfer * area


# The deflection routine must reproduce the known Coulomb angle.
b_test, angle_test = deflection(np.array([0.6, 1.0, 3.0]), 2.0, np.ones_like)
assert np.allclose(angle_test, 2 * np.arctan(1 / (4 * b_test)), atol=1e-6)

print(f"Silicon: Z2 = {Z2}, M2 = {M2:.4f} u")
print(f"Energy at v0 per mass unit = {HARTREE * MASS_UNIT / 2:.3f} keV/u")
results = {}
for name, (z, m) in IONS.items():
    a, unit = scales(z, m)
    e_c = crossing(z, m)
    eps = e_c / unit
    s_n = s_fit(eps)
    big_l = 2 * eps * s_n
    speed = np.sqrt(2 * e_c / (HARTREE * m * MASS_UNIT))
    results[name] = (e_c, big_l)

    # Closed forms against the root found in laboratory units.
    k = (2 * np.sqrt(2) * a**-1.5 * z**(2 / 3) * np.sqrt(Z2)
         / charge_sum(z)**1.5 / np.sqrt(M2 * MASS_UNIT)
         * ((m + M2) / m)**1.5)
    assert abs(s_n / (k * np.sqrt(eps)) - 1) < 1e-8
    cube = (Z2 * z**(5 / 6) * charge_sum(z)**1.5 * big_l
            / (2 * M2 * MASS_UNIT))
    assert abs(speed**3 / cube - 1) < 1e-8
    assert speed < z**(2 / 3)

    # One crossing from 1 eV up to the limit of the electronic law.
    limit = HARTREE * m * MASS_UNIT / 2 * z**(4 / 3)
    grid = np.geomspace(1e-3, limit, 2000)
    signs = np.sign([nuclear(e, z, m) - electronic(e, z, m) for e in grid])
    assert signs[0] > 0 and np.count_nonzero(np.diff(signs)) == 1
    # Formal second root of the fit, far below any physical use.
    eps_low = np.exp(brentq(
        lambda y: np.log(s_fit(np.exp(y)) / (k * np.exp(y / 2))),
        np.log(1e-14), np.log(1e-5)))
    assert eps_low * unit * 1000 < 1e-2

    # Logarithmic derivatives against re-solved crossings.
    h = 1e-4
    lam = 1 + np.log(s_fit(eps * np.exp(h)) / s_fit(eps * np.exp(-h))) / (2*h)
    mass_power = (1.5 - lam * m / (m + M2)) / (1.5 - lam)
    charge_power = (5 / 6 + z**(2 / 3) / charge_sum(z) - lam * (
        1 + 0.23 * z**0.23 / (z**0.23 + Z2**0.23))) / (1.5 - lam)
    strength_power = -1 / (1.5 - lam)
    up, down = np.exp(h), np.exp(-h)
    solved = [np.log(crossing(z, m * up) / crossing(z, m * down)) / (2 * h),
              np.log(crossing(z * up, m) / crossing(z * down, m)) / (2 * h),
              np.log(crossing(z, m, up) / crossing(z, m, down)) / (2 * h)]
    assert np.allclose(solved, [mass_power, charge_power, strength_power],
                       atol=1e-5)
    assert mass_power > charge_power > 0

    # Stopping and crossing from scattering; 5 % and 8 % allow for the fit.
    direct = nuclear_by_scattering(e_c, z, m)
    finer = nuclear_by_scattering(e_c, z, m, 280)
    assert abs(direct / finer - 1) < 1e-5
    deviation = nuclear(e_c, z, m) / direct - 1
    assert abs(deviation) < 0.05
    e_direct = crossing(z, m, stopping=nuclear_by_scattering, low=0.1 * unit)
    assert abs(e_direct / e_c - 1) < 0.08

    print(f"{name}: Z1 = {z}, M1 = {m:.4f} u, a = {a:.4f} a0")
    print(f"{name}: E_L = {unit:.3f} keV, k = {k:.4f}")
    print(f"{name}: crossing E_c = {e_c:.2f} keV, eps_c = {eps:.4f}")
    print(f"{name}: s_n = {s_n:.4f}, L = {big_l:.4f}, lambda = {lam:.4f}")
    print(f"{name}: v_c/v0 = {speed:.4f}, limit Z1^(2/3) = {z**(2/3):.3f}")
    print(f"{name}: S_n = S_e = {nuclear(e_c, z, m) * TO_TABLE:.2f}"
          " 1e-15 eV cm^2")
    print(f"{name}: at 50 keV S_n = {nuclear(50, z, m) * TO_TABLE:.2f},"
          f" S_e = {electronic(50, z, m) * TO_TABLE:.2f} 1e-15 eV cm^2")
    print(f"{name}: powers: mass {mass_power:.3f}, charge {charge_power:.3f},"
          f" S_e strength {strength_power:.3f}")
    print(f"{name}: E_c with S_e x 1.2: {crossing(z, m, 1.2):.2f} keV,"
          f" x 0.8: {crossing(z, m, 0.8):.2f} keV")
    print(f"{name}: E_c from scattering = {e_direct:.2f} keV,"
          f" fit/integral - 1 = {100 * deviation:.2f} %")
    print(f"{name}: formal low root = {eps_low * unit * 1000:.1e} eV")

assert results["B"][0] < results["P"][0] < results["As"][0]

# Separate changes of mass and charge between pairs of dopants.
for first, last in (("B", "P"), ("P", "As"), ("B", "As")):
    (z_a, m_a), (z_b, m_b) = IONS[first], IONS[last]
    (e_a, l_a), (e_b, l_b) = results[first], results[last]
    mass_factor = m_b / m_a
    charge_factor = ((z_b / z_a)**(5 / 9)
                     * charge_sum(z_b) / charge_sum(z_a))
    l_factor = (l_b / l_a)**(2 / 3)
    assert abs(mass_factor * charge_factor * l_factor / (e_b / e_a) - 1) < 1e-8
    mass_only, charge_only = crossing(z_a, m_b), crossing(z_b, m_a)
    assert mass_only > charge_only > e_a
    pair = f"{first} to {last}"
    print(f"{pair}: E_c ratio = {e_b / e_a:.3f}")
    print(f"{pair}: factors: mass {mass_factor:.3f},"
          f" charge {charge_factor:.3f}, L {l_factor:.3f}")
    print(f"{pair}: mass only {mass_only:.2f} keV,"
          f" charge only {charge_only:.2f} keV")

# Both causes raise the crossing over the whole range between B and As.
table = np.array([[crossing(z, m) for m in np.linspace(11, 75, 8)]
                  for z in np.linspace(5, 33, 8)])
assert np.all(np.diff(table, axis=0) > 0)
assert np.all(np.diff(table, axis=1) > 0)

print("no test failed")
```

Running it gives:

```
Silicon: Z2 = 14, M2 = 28.0855 u
Energy at v0 per mass unit = 24.802 keV/u
B: Z1 = 5, M1 = 11.0093 u, a = 0.2697 a0
B: E_L = 9.832 keV, k = 0.2532
B: crossing E_c = 13.17 keV, eps_c = 1.3393
B: s_n = 0.2930, L = 0.7849, lambda = 0.7309
B: v_c/v0 = 0.2196, limit Z1^(2/3) = 2.924
B: S_n = S_e = 14.92 1e-15 eV cm^2
B: at 50 keV S_n = 8.79, S_e = 29.07 1e-15 eV cm^2
B: powers: mass 1.683, charge 0.472, S_e strength -1.300
B: E_c with S_e x 1.2: 10.31 keV, x 0.8: 17.42 keV
B: E_c from scattering = 13.08 keV, fit/integral - 1 = 0.52 %
B: formal low root = 2.4e-04 eV
P: Z1 = 15, M1 = 30.9738 u, a = 0.2393 a0
P: E_L = 50.207 keV, k = 0.1560
P: crossing E_c = 120.75 keV, eps_c = 2.4050
P: s_n = 0.2419, L = 1.1637, lambda = 0.6159
P: v_c/v0 = 0.3965, limit Z1^(2/3) = 6.082
P: S_n = S_e = 61.07 1e-15 eV cm^2
P: at 50 keV S_n = 79.39, S_e = 39.30 1e-15 eV cm^2
P: powers: mass 1.331, charge 0.744, S_e strength -1.131
P: E_c with S_e x 1.2: 97.78 keV, x 0.8: 154.44 keV
P: E_c from scattering = 121.49 keV, fit/integral - 1 = -0.53 %
P: formal low root = 2.0e-04 eV
As: Z1 = 33, M1 = 74.9216 u, a = 0.2175 a0
As: E_L = 211.953 keV, k = 0.1184
As: crossing E_c = 689.90 keV, eps_c = 3.2550
As: s_n = 0.2136, L = 1.3904, lambda = 0.5609
As: v_c/v0 = 0.6093, limit Z1^(2/3) = 10.288
As: S_n = S_e = 149.50 1e-15 eV cm^2
As: at 50 keV S_n = 244.28, S_e = 40.25 1e-15 eV cm^2
As: powers: mass 1.163, charge 0.895, S_e strength -1.065
As: E_c with S_e x 1.2: 566.05 keV, x 0.8: 870.64 keV
As: E_c from scattering = 699.34 keV, fit/integral - 1 = -1.24 %
As: formal low root = 3.1e-04 eV
B to P: E_c ratio = 9.170
B to P: factors: mass 2.813, charge 2.507, L 1.300
B to P: mass only 57.92 keV, charge only 23.56 keV
P to As: E_c ratio = 5.714
P to As: factors: mass 2.419, charge 2.098, L 1.126
P to As: mass only 356.57 keV, charge only 227.74 keV
B to As: E_c ratio = 52.395
B to As: factors: mass 6.805, charge 5.259, L 1.464
B to As: mass only 164.31 keV, charge only 40.04 keV
no test failed
```
